# Nucleation Delay from a Geometrically Relaxing Growth per Cycle: a numerical check

```python
# Nucleation delay in atomic layer deposition.
# Result under test: if the growth per cycle starts at g_first and its deficit
# from g_steady is multiplied by ratio each cycle, the long-run thickness line
# meets zero at delay = (g_steady - g_first) / (g_steady * (1 - ratio)).
# Thickness is in nm and is counted after complete cycles, starting from zero.
from fractions import Fraction as F
import numpy as np
from scipy.integrate import quad


def simulate(g_first, g_steady, ratio, cycles):
    """Add the film cycle by cycle; return growth and thickness lists."""
    growth, thickness = [], [F(0)]
    current = g_first
    for _ in range(cycles):
        growth.append(current)
        thickness.append(thickness[-1] + current)
        current = g_steady - ratio * (g_steady - current)
    return growth, thickness


def fitted_delay(thickness, first, last, offset=0.0):
    """Zero crossing of a least-squares line through a window of cycles."""
    n = np.arange(first, last + 1)
    y = np.array([float(thickness[k]) for k in n]) + offset
    slope, intercept = np.polyfit(n, y, 1)
    return -intercept / slope


def delay_formula(g_first, g_steady, ratio):
    return (g_steady - g_first) / (g_steady * (1 - ratio))


g1, g, r = F(2, 100), F(10, 100), F(8, 10)
growth, h = simulate(g1, g, r, 400)
D = delay_formula(g1, g, r)
a = 1 - g1 / g

# Long-run line fits of simulated films against the delay formula.
assert D == 4
cases = [(g1, g, r), (g1, g, F(2, 10)), (F(0), F(6, 100), F(1, 2)),
         (F(15, 100), g, r), (F(5, 100), F(9, 100), F(7, 10))]
for case in cases:
    film = simulate(*case, 400)[1]
    assert abs(fitted_delay(film, 200, 400) - float(delay_formula(*case))) < 1e-8

# Exact cycle-by-cycle thickness against the closed sum, and the line through
# two neighbouring points against its intercept formula.
for n in range(1, 61):
    assert h[n] == g * n - (g - g1) * (1 - r**n) / (1 - r)
    assert h[n] - g * (n - D) == g * D * r**n
    crossing = n - h[n] / (h[n + 1] - h[n])
    formula = D - r**n * (D * (1 - a) + n * a) / (1 - a * r**n)
    assert crossing == formula and crossing < D

# Finite fitting windows underestimate the delay, less so when they are later.
windows = [(5, 15), (10, 30), (20, 40), (40, 60)]
window_delays = [fitted_delay(h, *w) for w in windows]
assert all(x < y for x, y in zip(window_delays, window_delays[1:]))
assert window_delays[-1] < float(D)

# Continuous cycle number: integrate the relative deficit numerically.
continuous = quad(lambda x: float(a) * float(r)**x, 0, np.inf)[0]
assert abs(continuous - float(a) / -np.log(float(r))) < 1e-7

# Gate film of 2 nm.
target = F(2)
needed = next(n for n in range(401) if h[n] >= target)
naive = int(target / g)
close = next(n for n in range(401) if h[n] - g * (n - D) < F(1, 100))


def site_distribution(cycles):
    """Propagate local thickness in steps of g1 for slow and fast sites."""
    fast_step = int(g / g1)
    slow = np.zeros(fast_step * cycles + 1)
    fast = np.zeros_like(slow)
    slow[0] = 1.0
    for _ in range(cycles):
        slow_grown, fast_grown = np.zeros_like(slow), np.zeros_like(fast)
        slow_grown[1:] = slow[:-1]
        fast_grown[fast_step:] = fast[:-fast_step]
        fast = fast_grown + float(1 - r) * slow_grown
        slow = float(r) * slow_grown
    probability = slow + fast
    height = np.arange(len(slow)) * float(g1)
    mean = probability @ height
    spread = np.sqrt(probability @ (height - mean)**2)
    return height, probability, mean, spread, slow.sum()


# The site picture must give the same mean film and the stated long-run spread.
for n in (1, 5, needed, 60):
    assert abs(site_distribution(n)[2] - float(h[n])) < 1e-10
spread_limit = float(g - g1) * np.sqrt(float(r)) / float(1 - r)
assert abs(site_distribution(200)[3] - spread_limit) < 1e-8
height, prob, mean, spread, slow_left = site_distribution(needed)
half = float(target) / 2
thin_area = prob[height < half - 1e-9].sum()

# Interfacial oxide counted as film, and a lower steady growth.
oxide = 0.3
oxide_delay = fitted_delay(h, 200, 400, oxide)
assert abs(oxide_delay - (float(D) - oxide / float(g))) < 1e-8
g_low = g * F(95, 100)
low_delay = fitted_delay(simulate(g1, g_low, r, 400)[1], 200, 400)
assert abs(low_delay - float(delay_formula(g1, g_low, r))) < 1e-8

print(f"First growth per cycle: {float(g1):.2f} nm")
print(f"Steady growth per cycle: {float(g):.2f} nm")
print(f"Initial deficit: {float(g - g1):.2f} nm")
print(f"Deficit ratio per cycle: {float(r):.1f}")
print(f"Total thickness lost: {float(g * D):.2f} nm")
print(f"Delay from formula: {float(D):.3f} cycles")
print(f"Delay from line fit, cycles 200-400: {fitted_delay(h, 200, 400):.3f} cycles")
print(f"Delay if ratio were 0.2: {float(delay_formula(g1, g, F(2, 10))):.3f} cycles")
print(f"Delay with continuous cycle number: {continuous:.3f} cycles")
print("Cycle | growth (nm) | thickness (nm) | asymptote (nm)")
for n in (1, 2, 3, 4, 5, 10, 20, needed):
    print(f"{n:5d} | {float(growth[n-1]):.5f} | {float(h[n]):.5f} | "
          f"{float(g * (n - D)):.5f}")
for w, value in zip(windows, window_delays):
    print(f"Fitted delay, cycles {w[0]}-{w[1]}: {value:.3f} cycles")
for n in (1, 10, 20):
    value = float(n - h[n] / (h[n + 1] - h[n]))
    print(f"Intercept of line through cycles {n} and {n+1}: {value:.3f} cycles")
print(f"First cycle within 0.01 nm of asymptote: {close}")
print(f"Target thickness: {float(target):.1f} nm")
print(f"Cycles needed for target: {needed}")
print(f"Cycles if delay is ignored: {naive}")
print(f"Thickness after those {naive} cycles: {float(h[naive]):.3f} nm")
print(f"Interfacial oxide counted as film (rough): {oxide:.1f} nm")
print(f"Apparent delay with that oxide: {oxide_delay:.3f} cycles")
print(f"Steady growth lowered by 5%: {float(g_low):.3f} nm per cycle")
print(f"Delay with lowered steady growth: {low_delay:.3f} cycles")
print(f"Site picture, mean thickness at {needed} cycles: {mean:.3f} nm")
print(f"Site picture, standard deviation at {needed} cycles: {spread:.3f} nm")
print(f"Site picture, long-run standard deviation: {spread_limit:.3f} nm")
print(f"Site picture, area thinner than {half:.1f} nm: {100*thin_area:.2f} %")
print(f"Site picture, slow sites left: {100*slow_left:.2f} %")
print("PASS")
```

It prints:

```
First growth per cycle: 0.02 nm
Steady growth per cycle: 0.10 nm
Initial deficit: 0.08 nm
Deficit ratio per cycle: 0.8
Total thickness lost: 0.40 nm
Delay from formula: 4.000 cycles
Delay from line fit, cycles 200-400: 4.000 cycles
Delay if ratio were 0.2: 1.000 cycles
Delay with continuous cycle number: 3.585 cycles
Cycle | growth (nm) | thickness (nm) | asymptote (nm)
    1 | 0.02000 | 0.02000 | -0.30000
    2 | 0.03600 | 0.05600 | -0.20000
    3 | 0.04880 | 0.10480 | -0.10000
    4 | 0.05904 | 0.16384 | 0.00000
    5 | 0.06723 | 0.23107 | 0.10000
   10 | 0.08926 | 0.64295 | 0.60000
   20 | 0.09885 | 1.60461 | 1.60000
   24 | 0.09953 | 2.00189 | 2.00000
Fitted delay, cycles 5-15: 2.640 cycles
Fitted delay, cycles 10-30: 3.618 cycles
Fitted delay, cycles 20-40: 3.941 cycles
Fitted delay, cycles 40-60: 3.999 cycles
Intercept of line through cycles 1 and 2: 0.444 cycles
Intercept of line through cycles 10 and 11: 2.966 cycles
Intercept of line through cycles 20 and 21: 3.805 cycles
First cycle within 0.01 nm of asymptote: 17
Target thickness: 2.0 nm
Cycles needed for target: 24
Cycles if delay is ignored: 20
Thickness after those 20 cycles: 1.605 nm
Interfacial oxide counted as film (rough): 0.3 nm
Apparent delay with that oxide: 1.000 cycles
Steady growth lowered by 5%: 0.095 nm per cycle
Delay with lowered steady growth: 3.947 cycles
Site picture, mean thickness at 24 cycles: 2.002 nm
Site picture, standard deviation at 24 cycles: 0.348 nm
Site picture, long-run standard deviation: 0.358 nm
Site picture, area thinner than 1.0 nm: 2.25 %
Site picture, slow sites left: 0.47 %
PASS
```
